# Mobility of a nondegenerate gas from its equilibrium velocity autocorrelation

## A gas with one collision rate

Take carriers of mass $m$ that collide at a constant rate $\Gamma$, each collision leaving a velocity whose mean is zero. Atomic units are used in the algebra: $\hbar$, the electron mass and the elementary charge equal one. Let a force $F$ act along $x$. It accelerates the carriers at the rate $F/m$, while collisions remove mean velocity $u$ at the rate $\Gamma u$:

$$\frac{du}{dt}=\frac{F}{m}-\Gamma u .$$

In the steady state $u=F/(m\Gamma)$, so the mobility, the drift velocity per unit force, is $\mu=1/(m\Gamma)$.

Now remove the force and watch the gas in equilibrium at temperature $T$, with $\beta=1/kT$. A carrier has not yet collided by time $t$ with probability $e^{-\Gamma t}$, and then it keeps its velocity. If it has collided, its later velocity averages to zero. With $\langle v_x^2\rangle=1/(\beta m)$,

$$\langle v_x(0)v_x(t)\rangle=\frac{e^{-\Gamma t}}{\beta m},\qquad
\beta\int_0^\infty\langle v_x(0)v_x(t)\rangle\,dt=\frac{1}{m\Gamma}=\mu .$$

The response to a force is thus contained in the fluctuations without one. The theorem below extends this to collisions that depend on energy, exchange energy with the lattice and remember the incoming direction.

## Setting and theorem

A state $k$ includes the wavevector and, where needed, the valley and spin. Sums over $k$ stand for integrals over wavevector and sums over the other labels. The band energy is $\varepsilon(k)$ and the velocity is $v=\partial\varepsilon/\partial k$. Assume the following.

1. The gas is homogeneous and nondegenerate, and its carriers do not collide with one another.
2. A bath in equilibrium causes transitions at rates $W(k\to k')$. With $f_0\propto e^{-\beta\varepsilon}$ they obey detailed balance, $f_0(k)W(k\to k')=f_0(k')W(k'\to k)$.
3. Allowed transitions connect all states, and the total rate $\Gamma(k)=\sum_{k'}W(k\to k')$ is bounded.
4. The stationary distribution can be expanded to first order in the force.

Define the equilibrium average, the inner product and the linearised collision operator by

$$\langle a\rangle=\frac{\sum_k f_0a}{\sum_k f_0},\qquad \langle a,b\rangle=\langle ab\rangle,$$

$$(L\phi)(k)=\sum_{k'}W(k\to k')\,[\phi(k)-\phi(k')].$$

Assume finally a spectral gap: there is a $g>0$ with $\langle a,La\rangle\ge g\langle a,a\rangle$ for every $a$ of zero mean.

**Theorem.** On functions of zero mean, $L$ has the inverse

$$L^{-1}=\int_0^\infty e^{-Lt}\,dt ,$$

and the mobility along $x$ is

$$\mu=\beta\int_0^\infty\langle v_x(0)v_x(t)\rangle\,dt ,$$

where the average is over the field-free motion generated by the collisions, started from equilibrium.

The restriction to zero mean is necessary. A constant $c$ gives $Lc=0$, so $e^{-Lt}c=c$ and its time integral diverges.

## Lemmas

**Lemma 1.** If $f=f_0(1+\phi)$ is the stationary distribution under a force $F$, then to first order $L\phi=\beta F\cdot v$.

*Proof.* The stationary Boltzmann equation is $F\cdot\partial f/\partial k=Cf$, with gain and loss terms

$$Cf(k)=\sum_{k'}[W(k'\to k)f(k')-W(k\to k')f(k)].$$

Insert $f=f_0(1+\phi)$ and replace $W(k'\to k)f_0(k')$ by $f_0(k)W(k\to k')$:

$$Cf=f_0\sum_{k'}W(k\to k')\,[1+\phi(k')-1-\phi(k)]=-f_0L\phi .$$

This step needs no small $\phi$, because $C$ is linear for a nondegenerate gas. On the left, $\phi$ is already of first order in $F$, so only $f_0$ is differentiated:

$$F\cdot\frac{\partial f_0}{\partial k}=-\beta f_0\,F\cdot v .$$

Equating the two sides and cancelling $-f_0$ gives the result. For electrons $F=-E$, and the drift is opposite to the electric field $E$; drift per unit force is then the usual positive mobility. $\square$

**Lemma 2.** $L$ is symmetric and nonnegative, and its null functions are the constants.

*Proof.* Let $Z=\sum_k f_0$, and let a prime mark a function taken at $k'$. By definition,

$$\langle a,Lb\rangle=\frac1Z\sum_{k,k'}f_0W(k\to k')\,a\,(b-b').$$

Exchange the names $k$ and $k'$, then use detailed balance to restore the factor $f_0(k)W(k\to k')$. The same quantity becomes

$$\langle a,Lb\rangle=\frac1Z\sum_{k,k'}f_0W(k\to k')\,a'\,(b'-b).$$

Half the sum of the two forms is

$$\langle a,Lb\rangle=\frac1{2Z}\sum_{k,k'}f_0W(k\to k')(a-a')(b-b').$$

It is symmetric in $a$ and $b$, and nonnegative for $a=b$. If it vanishes for $a=b$, then $a$ is equal at the two ends of every allowed transition. Since transitions connect all states, $a$ is constant. $\square$

**Lemma 3.** Both $v_x$ and $\phi$ have zero mean.

*Proof.* Since $f_0v_x=-\beta^{-1}\partial f_0/\partial k_x$, the sum of $f_0v_x$ is the integral of a derivative. It vanishes over a periodic zone, or when $f_0$ vanishes at infinity. The force does not change the number of carriers, so $\sum f=\sum f_0$ and therefore $\sum f_0\phi=0$. $\square$

**Lemma 4.** Let $a_t(k)$ be the mean of $a$ at time $t$ for a carrier that starts in $k$ and moves without a force. Then $a_t=e^{-Lt}a$.

*Proof.* Split the time $t+dt$ into a first interval $dt$ and a remainder $t$. In the first interval the carrier stays in $k$ with probability $1-\Gamma dt$ or jumps to $k'$ with probability $W(k\to k')dt$:

$$a_{t+dt}(k)=(1-\Gamma dt)\,a_t(k)+dt\sum_{k'}W(k\to k')\,a_t(k').$$

Subtract $a_t(k)$ and divide by $dt$. The result is $\partial a_t/\partial t=-La_t$, with $a_0=a$. $\square$

## Proof of the theorem

Let $\langle a\rangle=0$. The mean stays zero, because by symmetry

$$\frac{d}{dt}\langle a_t\rangle=-\langle1,La_t\rangle=-\langle L1,a_t\rangle=0 .$$

The gap therefore applies at every time. With $\|a\|^2=\langle a,a\rangle$,

$$\frac{d}{dt}\|a_t\|^2=-2\langle a_t,La_t\rangle\le-2g\|a_t\|^2,
\qquad \|a_t\|\le e^{-gt}\|a\| .$$

The time integral of $a_t$ thus converges. Moreover,

$$L\int_0^T e^{-Lt}a\,dt=-\int_0^T\frac{d}{dt}\left(e^{-Lt}a\right)dt=a-e^{-LT}a .$$

The last term vanishes as $T\to\infty$. Because $\Gamma$ is bounded, $L$ is a bounded operator and the limit may be taken under it. The integral therefore solves $L\phi=a$. Two solutions of zero mean differ by a null function of zero mean, which is zero, so the solution is unique.

Apply this to $a=\beta Fv_x$, with $F$ along $x$. Since $\langle v_x\rangle=0$, the drift velocity is

$$u=\langle v_x(1+\phi)\rangle=\langle v_x,\phi\rangle
=\beta F\int_0^\infty\langle v_x,e^{-Lt}v_x\rangle\,dt .$$

By Lemma 4 the integrand is $\langle v_x(0)v_x(t)\rangle$. Division by $F$ completes the proof. $\square$

**Remark 1: sign and diffusion.** Symmetry gives $\langle v_x,e^{-Lt}v_x\rangle=\|e^{-Lt/2}v_x\|^2\ge0$. Stopping the integral early therefore never overestimates the mobility under these assumptions. The same correlation $C(t)=\langle v_x(0)v_x(t)\rangle$ governs spreading in space. For displacement $X(t)$, stationarity gives

$$\langle X(t)^2\rangle=\int_0^t\!\!\int_0^t C(|s-s'|)\,ds\,ds'=2\int_0^t(t-s)C(s)\,ds .$$

Divide by $2t$ and let $t\to\infty$. As $C$ decays exponentially, the term with $s/t$ vanishes and the diffusion coefficient is $D=\int_0^\infty C\,dt=\mu kT$, the Einstein relation.

**Remark 2: memory of direction.** Keeping only the loss term replaces $L$ by $\Gamma$ and gives $\beta\langle v_x^2/\Gamma\rangle$. To see what this misses, consider a one-dimensional band $\varepsilon=1-\cos k$ and, at first, a temperature far above the band width. Then $f_0$ is nearly uniform, and detailed balance allows rates that depend only on $|k'-k|=\theta$. Write $\sin k'=\sin k\cos\theta\pm\cos k\sin\theta$. The second term cancels between the two signs, so

$$L\sin k=\Gamma(1-c)\sin k ,$$

where $c$ is the mean of $\cos\theta$ over collisions. The velocity decays at $\Gamma(1-c)$, and forward scattering, $c>0$, makes the true mobility larger by the factor $1/(1-c)$.

At lower temperature detailed balance makes the rates depend on the energies too, and the calculation is numerical. Take 61 equally spaced wavevectors, $\beta=2$, and

$$W(k\to k')=\frac1{61}\exp\left\{4[\cos(k-k')-1]+\frac\beta2(\varepsilon-\varepsilon')\right\}.$$

These rates satisfy detailed balance because $f_0W$ is symmetric in $k$ and $k'$. Repeated multiplication by a matrix exponential, followed by Simpson integration in time, gives $\mu=16.18$ in the units of this model. The loss term alone gives $3.34$, too small by a factor of $4.85$.

## Corollary for ellipsoidal valleys

Electrons in silicon occupy six equivalent valleys, each with one longitudinal mass $m_l$ and two transverse masses $m_t$. With wavevectors measured from the valley minimum, $\varepsilon=\sum_i k_i^2/2m_i$. Put $k_i=\sqrt{m_i}\,q_i$, so that $\varepsilon=q^2/2$ and $v_i=q_i/\sqrt{m_i}$. Suppose the rates depend only on the energies and valleys of the two states. The final direction of $q$ is then uniform, so the gain term contains $\sum_{k'}W(k\to k')v_x(k')=0$. The same holds for $v_x$ times any function of energy. If $\Gamma$ depends on energy alone,

$$e^{-Lt}v_x=e^{-\Gamma t}v_x,\qquad \mu=\beta\left\langle\frac{v_x^2}{\Gamma}\right\rangle .$$

Here $\phi=\beta Fv_x/\Gamma$ solves $L\phi=\beta Fv_x$ by direct substitution, so the bound on $\Gamma$ is not needed, provided the average is finite.

The directional average of $q_x^2$ is $2\varepsilon/3$. Averaging $1/m_x$ over equally filled valleys gives $1/m_c=(1/m_l+2/m_t)/3$. The density of states is proportional to $\sqrt\varepsilon$, hence

$$\mu=\frac{2\beta}{3m_c}\,
\frac{\int_0^\infty\Gamma^{-1}\varepsilon^{3/2}e^{-\beta\varepsilon}d\varepsilon}
{\int_0^\infty\varepsilon^{1/2}e^{-\beta\varepsilon}d\varepsilon}.$$

Integration by parts gives $\int\varepsilon^{3/2}e^{-\beta\varepsilon}d\varepsilon=(3/2\beta)\int\varepsilon^{1/2}e^{-\beta\varepsilon}d\varepsilon$. Therefore

$$\mu=\frac{\tau}{m_c},\qquad
\tau=\frac{\int_0^\infty\Gamma^{-1}\varepsilon^{3/2}e^{-\beta\varepsilon}d\varepsilon}
{\int_0^\infty\varepsilon^{3/2}e^{-\beta\varepsilon}d\varepsilon}.$$

Stopping the time integral at $t$ replaces $\Gamma^{-1}$ by $(1-e^{-\Gamma t})/\Gamma$.

**Remark 3: a finite mobility without a gap.** Let elastic acoustic scattering act alone, with $\Gamma=\Gamma_1\sqrt{\beta\varepsilon}$. Slow carriers then collide arbitrarily rarely. Put $\beta\varepsilon=y^2$ and $s=\Gamma_1t$:

$$\frac{C(t)}{C(0)}=\frac{\int_0^\infty y^4e^{-y^2-sy}dy}{\int_0^\infty y^4e^{-y^2}dy}
\longrightarrow\frac{24/s^5}{3\sqrt\pi/8}=\frac{64}{\sqrt\pi\,s^5}
\quad(s\to\infty).$$

The decay is a power law, yet its integral converges. Integrating $e^{-sy}$ over $s$ gives $1/y$, and $\int_0^\infty y^3e^{-y^2}dy=1/2$, so the area is $4/(3\sqrt\pi)=0.752$. Thus $\mu=0.752/(m_c\Gamma_1)$. Elastic collisions also leave every function of energy in the null space. Such functions are even in $q$ and carry no drift. Elastic collisions cannot remove the heat delivered by the force, so no stationary state exists in this case; $\mu$ is the response of a gas whose energy distribution is still Maxwellian.

## Electrons in a thick silicon layer

Consider a layer 1000 nm thick at 300 K, where $kT=0.0259$ eV, in a field of 0.0001 MV/cm. The following material parameters are rough typical values. The masses $m_l=0.92$ and $m_t=0.19$ electron masses give $m_d=(m_lm_t^2)^{1/3}=0.321$ for the density of states and $m_c=0.258$ for conduction. Per valley and spin, the density of states is

$$G(\varepsilon)=\frac{m_d^{3/2}\sqrt{2\varepsilon}}{2\pi^2}\quad(\varepsilon>0),$$

and zero for $\varepsilon<0$.

For acoustic phonons of wavevector $Q$ and energy $sQ$ ($s$ is now the sound speed) in a crystal of density $\rho$ and volume $V$, the squared matrix elements are $\Xi^2Q^2N/(2\rho VsQ)$ for absorption, and the same with $N+1$ for emission, where $N$ is the mean number of phonons in the mode, $1/(e^{\beta\omega}-1)$ for phonon energy $\omega$. For $N\simeq kT/(sQ)\gg1$ their sum is $\Xi^2kT/(\rho Vs^2)$. The golden rule multiplies it by $2\pi VG$:

$$\Gamma_{ac}=\frac{2\pi\Xi^2kT}{\rho s^2}\,G(\varepsilon).$$

An intervalley phonon of energy $\omega$, coupling $D_v$ and $n_v$ final valleys has squared matrix elements $D_v^2N/(2\rho V\omega)$ and $D_v^2(N+1)/(2\rho V\omega)$. Hence

$$\Gamma_v=\frac{\pi n_vD_v^2}{\rho\omega}
\left[N\,G(\varepsilon+\omega)+(N+1)\,G(\varepsilon-\omega)\right].$$

Detailed balance follows from $N=(N+1)e^{-\beta\omega}$. Assumption 3 of the theorem is not met: the total rate grows without bound with energy, and with the two fixed phonon energies used below, 0.060 and 0.050 eV, collisions connect only energies that differ by multiples of 0.010 eV. The corollary still gives the mobility of a Maxwellian gas, because its $\phi$ solves the equation directly and the additional null functions depend only on energy and spin, so they carry no drift. One point remains: these collisions do not fix how carriers are shared among the separate energy ladders, so in a steady state the field fixes it, and the distribution need not be exactly Maxwellian even for a weak field. For the inputs below this shifts the mobility by only about $4\times10^{-5}$ of its value, and the small energy exchange with acoustic phonons, neglected here, removes the shift. The inputs are $\Xi=9$ eV, $\rho=2330$ kg/m³ and $s=9$ km/s. Transfer to the opposite valley (g) has $\omega=0.060$ eV, $D_v=100$ eV/nm, $n_v=1$. Transfer to the other axes (f) has $\omega=0.050$ eV, $D_v=40$ eV/nm, $n_v=4$.

At energy $kT$ emission is closed, since $kT<\omega$. The acoustic, g and f rates are 1.69, 0.47 and 0.53 ps⁻¹, together 2.69 ps⁻¹, or one collision in 0.37 ps. Quadrature over energy gives the shorter average $\tau=0.231$ ps: its weight has mean energy $2.5kT$, and the rates grow with energy. In ordinary units $e/m_e$ is 1759 cm²/Vs per ps, so

$$\mu=\frac{1759\times0.2308}{0.2583}\ \mathrm{cm^2/Vs}\simeq1570\ \mathrm{cm^2/Vs}.$$

The autocorrelation can also be sampled without this formula. A simulation of 250,000 electrons started from equilibrium, drew exponential free-flight times and chose each collision according to its rate. The average of $v(0)\cdot X(t)/3$, with $X$ the displacement vector, is the running integral of $C$. Multiplied by $\beta$ it gives, in cm²/Vs with one standard error:

| Upper time (ps) | Simulation | Quadrature |
|---|---:|---:|
| 0.1 | 514 ± 1 | 513 |
| 0.3 | 1027 ± 3 | 1024 |
| 1.0 | 1490 ± 6 | 1489 |
| 4.0 | 1561 ± 11 | 1571 |

About 95% of the mobility has accumulated by 1 ps. The statistical error grows with the upper time because the spread of the displacement grows.

## Range of the silicon result

Replacing $\varepsilon$ by $\varepsilon(1+\alpha\varepsilon)$ in the dispersion, with $\alpha=0.5$ eV⁻¹, changes both velocities and densities of states. The mobility falls by 12% to about 1390 cm²/Vs. At 400 K the original parabolic model gives about 860 cm²/Vs, a fall as $T^{-2.1}$; measured silicon falls faster, roughly as $T^{-2.4}$, to about 720 cm²/Vs. For $10^{15}$ cm⁻³ carriers and as many charged centres, adding the Born momentum-relaxation rate of a Debye-screened Coulomb potential, with mass $m_d$ and dielectric constant 11.7, lowers the 300 K value by 2.5%. The Born approximation is strained here, since the Coulomb parameter $1/(11.7\,v)$ is 1.1 at energy $kT$; an approximate treatment with Coulomb phase shifts gives about 1.8%, so the figure indicates the size of the effect only.

At this density the occupation at the band bottom is $4\times10^{-5}$, so Pauli blocking is negligible. Balancing the field power $\mu E^2$ against intervalley phonon losses gives a relative carrier heating of $1\times10^{-4}$ if the carriers are assumed to stay Maxwellian at a raised temperature. Without that assumption, the stationary equation for the energy distribution gives a relative rise of the mean energy of about $4\times10^{-4}$ and a mobility change of $-0.06\%$; heating is negligible either way. The mean free path, $\sqrt{3kT/m_c}\,\tau=53$ nm, is 5% of the thickness, and the largest first subband spacing, $3\pi^2/(2m_td^2)$ for thickness $d$, is $2\times10^{-4}kT$. An electron gains $5\times10^{-4}$ eV from the field over that path, far below the gap of roughly 1.1 eV. Less comfortable are the collision broadening, $1/(\tau kT)=0.11$, and the acoustic phonon energy in backscattering at carrier energy $kT$. The latter is $2s\sqrt{2m_dkT}=0.21kT$ for a spherical valley of mass $m_d$, and $0.36kT$ along the longitudinal axis, where $m_l$ replaces $m_d$. These ratios measure the strain on the classical and elastic approximations; they are not computed mobility corrections.

Pure bulk silicon has a room-temperature electron mobility of roughly 1400 cm²/Vs. The model lies in that regime, but with rough couplings and two phonons standing for several, the closeness does not validate each input. A transistor inversion layer breaks the thick-layer assumption: confinement and interface scattering bring its mobility to typically several hundred cm²/Vs. High fields break the linear one. At 0.1 MV/cm the low-field mobility would predict a drift of $1.6\times10^8$ cm/s, whereas the drift velocity in silicon saturates near $10^7$ cm/s. The equilibrium autocorrelation then no longer determines the current.
